# Off-centre tin(II) from two-level vibronic coupling: threshold, size and limits: verification in Python

```python
"""
Result under test: two paired electrons in a level a gap D below an empty
level, mixed by g*Q, with bare elastic energy K*Q**2/2, make Q=0 unstable
exactly when lam = 4*g**2/(K*D) > 1.  Then
  Q0 = (2*g/K)*sqrt(1-1/lam**2),  barrier = D*(lam-1)**2/(2*lam).
Symbols: Q displacement of tin against its oxygen cage (nm), D gap (eV),
g coupling (eV/nm), K stiffness (eV/nm^2), J exchange integral (eV),
W same-level minus inter-level direct repulsion (eV).
Model parameters are round values, not computed properties of a material.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def filled_energy(Q, D, g, K, electrons=2):
    """Total energy from numerical diagonalization and explicit filling."""
    levels = np.linalg.eigvalsh([[-D / 2, g * Q], [g * Q, D / 2]])
    lower = min(electrons, 2)
    upper = electrons - lower
    return K * Q**2 / 2 + lower * levels[0] + upper * levels[1]


def second_derivative(f, x, h):
    return (f(x + h) - 2 * f(x) + f(x - h)) / h**2


def find_well(f, Qmax, points=1201):
    """Global minimum for Q>=0 and its depth below Q=0."""
    grid = np.linspace(0, Qmax, points)
    values = np.array([f(q) for q in grid])
    i = int(np.argmin(values))
    if i == 0:
        return 0.0, 0.0
    assert i < points - 1
    best = minimize_scalar(f, bounds=(grid[i - 1], grid[i + 1]),
                           method="bounded", options={"xatol": 1e-10})
    return float(best.x), float(f(0.0) - best.fun)


# Threshold, minimum, depth and stiffness for several unrelated cases.
rng = np.random.default_rng(4)
for lam_test in (0.5, 0.9, 1.1, 1.6, 3.0):
    Dt, Kt = rng.uniform(1, 6), rng.uniform(300, 2000)
    gt = np.sqrt(lam_test * Kt * Dt) / 2
    f = lambda q: filled_energy(q, Dt, gt, Kt)
    h = 1e-3 * Dt / gt
    assert abs(second_derivative(f, 0, h) - (Kt - 4*gt**2/Dt)) < 1e-4 * Kt
    q_num, depth_num = find_well(f, 4 * gt / Kt)
    if lam_test < 1:
        assert q_num == 0
    else:
        q_formula = 2 * gt / Kt * np.sqrt(1 - 1 / lam_test**2)
        assert abs(q_num / q_formula - 1) < 1e-5
        assert abs(depth_num - Dt*(lam_test-1)**2/(2*lam_test)) < 1e-9
        k_num = second_derivative(f, q_num, h)
        assert abs(k_num - Kt * (1 - 1 / lam_test**2)) < 1e-4 * Kt

# Worked example inputs.
D, K, g = 4.0, 1000.0, 40.0
lam = 4 * g**2 / (K * D)
Q0 = 2 * g / K * np.sqrt(1 - 1 / lam**2)
barrier = D * (lam - 1)**2 / (2 * lam)
K_well = K * (1 - 1 / lam**2)

# Exactly at threshold the centre is a quartic minimum.
g_crit = np.sqrt(K * D) / 2
q_small = 0.05 * D / g_crit
rise = filled_energy(q_small, D, g_crit, K) - filled_energy(0, D, g_crit, K)
assert abs(rise / (2 * g_crit**4 * q_small**4 / D**3) - 1) < 0.01

# Dependence on electron count.
count_stiffness = {}
for n, difference in ((0, 0), (1, 1), (2, 2), (3, 1), (4, 0)):
    count_stiffness[n] = second_derivative(
        lambda q: filled_energy(q, D, g, K, n), 0, 1e-4)
    assert abs(count_stiffness[n] - (K - 2*g**2*difference/D)) < 1e-4 * K

# Orbital mixing and gap at the minimum.
levels, vectors = np.linalg.eigh([[-D / 2, g * Q0], [g * Q0, D / 2]])
odd_weight = vectors[1, 0]**2
gap_well = levels[1] - levels[0]
assert abs(odd_weight - (1 - 1 / lam) / 2) < 1e-10
assert abs(gap_well - lam * D) < 1e-10
elastic = K * Q0**2 / 2
electronic = 2 * levels[0] + D
assert abs(electronic + (lam - 1) * D) < 1e-10
assert abs(elastic + electronic + barrier) < 1e-10

# Three equivalent odd levels: energy depends only on displacement length.
for _ in range(5):
    vector = rng.normal(size=3) * 0.04
    matrix = np.diag([-D / 2, D / 2, D / 2, D / 2])
    matrix[0, 1:] = matrix[1:, 0] = g * vector
    length = np.linalg.norm(vector)
    two_level = np.linalg.eigvalsh([[-D/2, g*length], [g*length, D/2]])[0]
    assert abs(np.linalg.eigvalsh(matrix)[0] - two_level) < 1e-10


def repulsion_energy(Q, J, W):
    """Lowest two-electron electronic energy in the full product space."""
    one = np.array([[-D / 2, g * Q], [g * Q, D / 2]])
    flip = np.array([[0., 1.], [1., 0.]])
    unit = np.eye(2)
    H = np.kron(one, unit) + np.kron(unit, one) + J * np.kron(flip, flip)
    H -= W * np.diag([0., 1., 1., 0.])
    return np.linalg.eigvalsh(H)[0]


def lam_with_repulsion(J, W):
    S = np.sqrt(D**2 + J**2)
    return 4 * g**2 * (1 - J / S) / (K * (S + J - W))


def repulsion_stiffness(J, W):
    return second_derivative(
        lambda q: K*q**2/2 + repulsion_energy(q, J, W), 0, 1e-4)


J, W = 0.5, 0.5
for j, w in ((0, 0), (J, 0), (J, W), (1.2, 0.3)):
    assert abs(repulsion_stiffness(j, w)
               - K * (1 - lam_with_repulsion(j, w))) < 1e-4 * K
J_crit = brentq(lambda j: repulsion_stiffness(j, 0), 0.05, 3)
assert abs(lam_with_repulsion(J_crit, 0) - 1) < 1e-4
Q_J, barrier_J = find_well(
    lambda q: K*q**2/2 + repulsion_energy(q, J, 0), 0.12)

# Exponential cage repulsion with the same stiffness at the centre.
rho = 0.03


def harmonic_potential(q):
    return K*q**2/2 + D - 2*np.sqrt(D**2/4 + g**2*q**2)


def hard_potential(q):
    return (K*rho**2*(np.cosh(q/rho)-1) + D
            - 2*np.sqrt(D**2/4 + g**2*q**2))


assert abs(second_derivative(hard_potential, 0, 1e-4)
           - K * (1 - lam)) < 1e-4 * K
Q_hard, barrier_hard = find_well(hard_potential, 0.12)
Q_both, barrier_both = find_well(
    lambda q: K*rho**2*(np.cosh(q/rho)-1) + repulsion_energy(q, J, 0), 0.12)

# Nuclear motion; kinetic constant hbar^2/(2M) is in eV nm^2.
mass_tin, mass_cage = 118.71, 6 * 15.999
mass = mass_tin * mass_cage / (mass_tin + mass_cage)


def kinetic_constant(mass_u):
    return sc.hbar**2 / (2 * mass_u * sc.atomic_mass) / sc.e * 1e18


def quantum_energy(stiffness, mass_u):
    return np.sqrt(2 * kinetic_constant(mass_u) * stiffness)


def nuclear_levels(mass_u, points):
    q, dx = np.linspace(-0.15, 0.15, points, retstep=True)
    d = np.arange(points)[:, None] - np.arange(points)[None, :]
    safe = np.where(d == 0, 1, d)
    T = np.where(d == 0, np.pi**2 / 3, 2 * (-1.0)**np.abs(d) / safe**2)
    H = kinetic_constant(mass_u)*T/dx**2 + np.diag(harmonic_potential(q))
    return np.linalg.eigvalsh(H)[:4]


def log_splitting(potential, q_min, mass_u):
    """log10 of semiclassical ground-doublet splitting in eV."""
    quantum = quantum_energy(second_derivative(potential, q_min, 1e-4), mass_u)
    energy = potential(q_min) + quantum / 2
    assert energy < potential(0)
    turn = brentq(lambda q: potential(q) - energy, 0, q_min)
    c = kinetic_constant(mass_u)
    action = 2 * quad(lambda q: np.sqrt(max(potential(q)-energy, 0)/c),
                      0, turn, limit=200)[0]
    return np.log10(quantum / np.sqrt(np.e * np.pi)) - action / np.log(10)


quantum_well = quantum_energy(K_well, mass)
zero_point = nuclear_levels(mass, 281)[0] + barrier
zero_point_coarse = nuclear_levels(mass, 201)[0] + barrier
mesh_shift = abs(zero_point - zero_point_coarse)
assert mesh_shift < 1e-7
assert abs(zero_point / (quantum_well / 2) - 1) < 0.05
# A light test mass makes the splitting large enough to diagonalize.
light = nuclear_levels(2.0, 281)
semiclassical = 10**log_splitting(harmonic_potential, Q0, 2.0)
# The formula is leading order in vibrational quantum over barrier.
assert abs(semiclassical / (light[1] - light[0]) - 1) < 0.25
log_split = log_splitting(harmonic_potential, Q0, mass)
log_split_hard = log_splitting(hard_potential, Q_hard, mass)

# Diagonal adiabatic correction at the centre, for two electrons.
h = 1e-3
left = np.linalg.eigh([[-D/2, -g*h], [-g*h, D/2]])[1][:, 0]
right = np.linalg.eigh([[-D/2, g*h], [g*h, D/2]])[1][:, 0]
orbital_change = 2 * (1 - abs(left @ right)) / (2 * h)**2
assert abs(orbital_change / (g / D)**2 - 1) < 1e-3
adiabatic_correction = 2 * kinetic_constant(mass) * orbital_change


def hop_rate(potential, T):
    """Classical one-axis transition-state rate from the full well integral."""
    kT = sc.k * T / sc.e
    q = np.linspace(0, 0.15, 6001)
    v = np.array([potential(x) for x in q])
    weight = np.exp(-(v - potential(0)) / kT)
    integral = np.sum((weight[1:] + weight[:-1]) / 2) * (q[1] - q[0])
    speed = np.sqrt(sc.k*T/(2*np.pi*mass*sc.atomic_mass)) * 1e9
    return speed / integral


for T in (300, 450):
    harmonic_rate = (quantum_well * sc.e / sc.h
                     * np.exp(-barrier * sc.e / (sc.k * T)))
    assert abs(hop_rate(harmonic_potential, T) / harmonic_rate - 1) < 0.05

# Head-to-tail dipoles, checked with explicit displaced charges.
charge, spacing, permittivity = 2.0, 0.4, 10.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
dipole_energy = 2*coulomb*(charge*Q0)**2/(permittivity*spacing**3)
explicit = coulomb*charge**2/permittivity*(
    2/spacing - 1/(spacing-Q0) - 1/(spacing+Q0))
assert abs(-explicit / dipole_energy - 1) < 0.05


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Gap D", D, "eV", ".2f")
show("Bare stiffness K", K, "eV/nm^2", ".1f")
show("Coupling g", g, "eV/nm", ".2f")
show("Ratio lambda", lam)
show("Critical coupling", g_crit, "eV/nm", ".3f")
show("Critical gap", 4*g**2/K, "eV", ".3f")
for n in (0, 1, 2):
    show(f"Central stiffness, {n} electrons", count_stiffness[n],
         "eV/nm^2", ".1f")
show("Displacement Q0", Q0, "nm", ".5f")
show("Displacement Q0 in SI", Q0*1e-9, "m", ".3e")
show("Elastic cost", elastic, "eV")
show("Electronic energy change", electronic, "eV")
show("Barrier at centre", barrier, "eV")
show("Barrier at centre in SI", barrier*sc.e, "J", ".3e")
show("Stiffness at minimum", K_well, "eV/nm^2", ".2f")
show("Level gap at minimum", gap_well, "eV", ".3f")
show("Odd weight per electron", odd_weight)
show("Exchange J", J, "eV", ".2f")
show("Lambda with J, W=0", lam_with_repulsion(J, 0))
show("Direct repulsion difference W", W, "eV", ".2f")
show("Lambda with J and W", lam_with_repulsion(J, W))
show("Critical J at W=0", J_crit, "eV")
show("Displacement with J, W=0", Q_J, "nm", ".5f")
show("Barrier with J, W=0", barrier_J, "eV")
show("Cage repulsion range", rho, "nm", ".3f")
show("Displacement, hard cage", Q_hard, "nm", ".5f")
show("Barrier, hard cage", barrier_hard, "eV")
show("Displacement, hard cage and J", Q_both, "nm", ".5f")
show("Barrier, hard cage and J", barrier_both, "eV")
show("Reduced mass", mass, "u", ".3f")
show("Vibrational quantum at minimum", quantum_well*1e3, "meV", ".3f")
show("Zero-point energy", zero_point*1e3, "meV", ".3f")
show("Zero-point mesh shift", mesh_shift*1e3, "meV", ".1e")
show("log10(tunnel splitting/eV)", log_split, "", ".1f")
show("log10(splitting/eV), hard cage", log_split_hard, "", ".1f")
show("Adiabatic correction at centre", adiabatic_correction*1e3, "meV")
for T in (300, 450):
    show(f"Thermal energy at {T} K", sc.k*T/sc.e*1e3, "meV", ".2f")
    show(f"Hop rate at {T} K", hop_rate(harmonic_potential, T), "1/s", ".2e")
    show(f"Hop rate at {T} K, hard cage", hop_rate(hard_potential, T),
         "1/s", ".2e")
show("Model ion charge", charge, "e", ".1f")
show("Neighbour spacing", spacing, "nm", ".2f")
show("Relative permittivity", permittivity, "", ".1f")
show("Neighbour dipole energy size", dipole_energy, "eV")
print("every check passed")
```

Printed output:

```
Gap D: 4.00 eV
Bare stiffness K: 1000.0 eV/nm^2
Coupling g: 40.00 eV/nm
Ratio lambda: 1.6000
Critical coupling: 31.623 eV/nm
Critical gap: 6.400 eV
Central stiffness, 0 electrons: 1000.0 eV/nm^2
Central stiffness, 1 electrons: 200.0 eV/nm^2
Central stiffness, 2 electrons: -600.0 eV/nm^2
Displacement Q0: 0.06245 nm
Displacement Q0 in SI: 6.245e-11 m
Elastic cost: 1.9500 eV
Electronic energy change: -2.4000 eV
Barrier at centre: 0.4500 eV
Barrier at centre in SI: 7.210e-20 J
Stiffness at minimum: 609.38 eV/nm^2
Level gap at minimum: 6.400 eV
Odd weight per electron: 0.1875
Exchange J: 0.50 eV
Lambda with J, W=0: 1.2373
Direct repulsion difference W: 0.50 eV
Lambda with J and W: 1.3907
Critical J at W=0: 0.8982 eV
Displacement with J, W=0: 0.05298 nm
Barrier with J, W=0: 0.1569 eV
Cage repulsion range: 0.030 nm
Displacement, hard cage: 0.03745 nm
Barrier, hard cage: 0.2004 eV
Displacement, hard cage and J: 0.02870 nm
Barrier, hard cage and J: 0.0493 eV
Reduced mass: 53.075 u
Vibrational quantum at minimum: 21.908 meV
Zero-point energy: 10.928 meV
Zero-point mesh shift: 4.6e-12 meV
log10(tunnel splitting/eV): -37.2
log10(splitting/eV), hard cage: -15.7
Adiabatic correction at centre: 0.0787 meV
Thermal energy at 300 K: 25.85 meV
Hop rate at 300 K: 1.45e+05 1/s
Hop rate at 300 K, hard cage: 2.93e+09 1/s
Thermal energy at 450 K: 38.78 meV
Hop rate at 450 K: 4.78e+07 1/s
Hop rate at 450 K, hard cage: 3.81e+10 1/s
Model ion charge: 2.0 e
Neighbour spacing: 0.40 nm
Relative permittivity: 10.0
Neighbour dipole energy size: 0.0702 eV
every check passed
```
